# Comment on unfolding PAW bands with squared plane-wave coefficients

**The argument under review**

The manuscript computes a supercell band structure with the projector augmented-wave (PAW) method and unfolds it onto the Brillouin zone of the primitive cell. Its reasoning runs as follows. A supercell state is expanded in plane waves. Each plane wave belongs to one primitive-cell wave vector $\mathbf k_j$, up to a primitive reciprocal vector $\mathbf G$. The weight of the state at $\mathbf k_j$ is therefore

$$w_j=\sum_{\mathbf G}|c(\mathbf k_j+\mathbf G)|^2 ,$$

and these weights sum to one because the state is normalized and plane waves are orthonormal. Should a small deviation appear, the manuscript divides by the total.

The assignment of plane waves to wave vectors is correct. The question is which function the coefficients $c$ describe, and whether that function has unit norm. To settle it, the weight must first be defined without reference to a basis.

**What an unfolding weight is**

Let the supercell contain $N$ primitive cells, and let $\mathbf A$ denote its lattice vectors. A state with supercell wave vector $\mathbf K$ obeys $\psi(\mathbf r+\mathbf A)=e^{i\mathbf K\cdot\mathbf A}\psi(\mathbf r)$. Inner products are taken over one supercell. Primitive translations act as $(\hat\tau_{\mathbf t}\psi)(\mathbf r)=\psi(\mathbf r+\mathbf t)$, where $\mathbf t$ runs over $N$ representatives modulo $\mathbf A$. The candidate wave vectors are $\mathbf k_j=\mathbf K+\mathbf g_j$, where the $\mathbf g_j$ are the $N$ supercell reciprocal vectors that differ modulo primitive reciprocal vectors. Define

$$\hat P_j=\frac1N\sum_{\mathbf t}e^{-i\mathbf k_j\cdot\mathbf t}\,\hat\tau_{\mathbf t}.$$

The choice of representatives does not matter: replacing $\mathbf t$ by $\mathbf t+\mathbf A$ multiplies $\hat\tau_{\mathbf t}$ by $e^{i\mathbf K\cdot\mathbf A}$ and the phase by $e^{-i\mathbf K\cdot\mathbf A}$, since $\mathbf g_j\cdot\mathbf A$ is a multiple of $2\pi$.

These operators are orthogonal projectors. Translations are unitary, so $\hat\tau_{\mathbf t}^\dagger=\hat\tau_{-\mathbf t}$, and relabelling $\mathbf t\to-\mathbf t$ gives $\hat P_j^\dagger=\hat P_j$. For the product, put $\mathbf s=\mathbf t+\mathbf t'$:

$$\hat P_j\hat P_{j'}=\left[\frac1N\sum_{\mathbf t}e^{-i(\mathbf k_j-\mathbf k_{j'})\cdot\mathbf t}\right]\frac1N\sum_{\mathbf s}e^{-i\mathbf k_{j'}\cdot\mathbf s}\hat\tau_{\mathbf s}=\delta_{jj'}\hat P_j .$$

The bracket is a sum of the phases $e^{-i(\mathbf g_j-\mathbf g_{j'})\cdot\mathbf t}$ over a finite translation group. It vanishes unless all the phases are one. In the same way, $\frac1N\sum_j e^{-i\mathbf g_j\cdot\mathbf t}$ is one for $\mathbf t=0$ and zero for the other representatives, so $\sum_j\hat P_j=1$.

For the normalized all-electron state $\psi$, the weight is

$$W_j=\langle\psi|\hat P_j|\psi\rangle=\|\hat P_j\psi\|^2\ge0,\qquad \sum_jW_j=\langle\psi|\psi\rangle=1 .$$

"All-electron" here means the function with its full structure near the nuclei, within whatever one-electron Hamiltonian is used.

Now expand $\psi$ in normalized plane waves with coefficients $C$. Acting on the wave $\mathbf k_{j'}+\mathbf G$, $\hat P_j$ gives the factor $\frac1N\sum_{\mathbf t}e^{-i(\mathbf k_j-\mathbf k_{j'})\cdot\mathbf t}e^{i\mathbf G\cdot\mathbf t}=\delta_{jj'}$, because $e^{i\mathbf G\cdot\mathbf t}=1$. Hence

$$W_j=\sum_{\mathbf G}|C(\mathbf k_j+\mathbf G)|^2 .$$

The manuscript's formula is right for the coefficients $C$ of $\psi$. A PAW calculation, however, stores the coefficients $c$ of the smooth function $\tilde\psi$.

**The norm of the smooth function**

The two functions are related by $\psi=\mathcal T\tilde\psi$, with

$$\mathcal T=1+\sum_i|\Delta_i\rangle\langle p_i|,\qquad \Delta_i=\phi_i-\tilde\phi_i .$$

Here $\phi_i$ and $\tilde\phi_i$ are the all-electron and smooth partial waves, which coincide outside an augmentation sphere. The projectors obey $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$ on each site, and the spheres do not overlap. The index $i$ includes the site. Multiplying out,

$$\mathcal T^\dagger\mathcal T=1+\sum_i|p_i\rangle\langle\Delta_i|+\sum_j|\Delta_j\rangle\langle p_j|+\sum_{ij}|p_i\rangle\langle\Delta_i|\Delta_j\rangle\langle p_j| .$$

If the partial waves are complete inside the spheres for the functions of interest, then $\tilde\psi=\sum_j\tilde\phi_j\langle p_j|\tilde\psi\rangle$ there. Since $\Delta_i$ vanishes outside, one may replace $\langle\Delta_i|$ by $\sum_j\langle\Delta_i|\tilde\phi_j\rangle\langle p_j|$, and $|\Delta_j\rangle$ by the corresponding adjoint expression. The three corrections combine to

$$\langle\Delta_i|\tilde\phi_j\rangle+\langle\tilde\phi_i|\Delta_j\rangle+\langle\Delta_i|\Delta_j\rangle=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle\equiv q_{ij},$$

as follows on inserting $\phi_i=\tilde\phi_i+\Delta_i$. The overlap operator is therefore

$$S=\mathcal T^\dagger\mathcal T=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j| .$$

In a practical dataset the completeness is approximate, and so is this equality.

The normalization of the physical state reads $\langle\tilde\psi|S|\tilde\psi\rangle=1$. With $P_i=\langle p_i|\tilde\psi\rangle$,

$$\sum_jw_j=\langle\tilde\psi|\tilde\psi\rangle=1-\sum_{ij}P_i^*q_{ij}P_j .$$

This answers the question about the sum. The missing part is the norm that augmentation restores inside the spheres; it is not a cutoff error, and a larger basis does not remove it. If $q$ is positive definite, the sum lies below one whenever some $P_i$ is nonzero. A negative eigenvalue of $q$ permits a sum above one. In the limit $q=0$ the sum is one, which is the situation the manuscript's argument tacitly assumes.

**Weights from translation expectation values**

Inserting $\psi=\mathcal T\tilde\psi$ into the definition gives, without any assumption about the atomic arrangement,

$$W_j=\frac1N\sum_{\mathbf t}e^{-i\mathbf k_j\cdot\mathbf t}\langle\tilde\psi|\mathcal T^\dagger\hat\tau_{\mathbf t}\mathcal T|\tilde\psi\rangle .\tag{1}$$

Under $\hat\tau_{\mathbf t}$ a function centred at $\mathbf R$ becomes the same function centred at $\mathbf R-\mathbf t$. Thus $\hat\tau_{\mathbf t}\mathcal T\hat\tau_{\mathbf t}^{-1}$ is the PAW transformation of the shifted set of atoms. It equals $\mathcal T$ if atoms with equal datasets occupy primitive-periodic positions. Then $\hat\tau_{\mathbf t}\mathcal T=\mathcal T\hat\tau_{\mathbf t}$, so $\mathcal T^\dagger\hat\tau_{\mathbf t}\mathcal T=\mathcal T^\dagger\mathcal T\hat\tau_{\mathbf t}=S\hat\tau_{\mathbf t}$, and

$$W_j=\frac1N\sum_{\mathbf t}e^{-i\mathbf k_j\cdot\mathbf t}\langle\tilde\psi|S\hat\tau_{\mathbf t}|\tilde\psi\rangle .\tag{2}$$

The potential need not be periodic for this step. An added long-wave potential may mix different $\mathbf k_j$ while (2) remains valid.

Equation (2) can be evaluated from stored quantities. Take one atom per primitive cell, at $\mathbf R_l$ up to a common offset, and collect its projections in a vector $\mathbf P_l$. A change of integration variable gives

$$\langle p_{l}|\hat\tau_{\mathbf t}\tilde\psi\rangle=\int p^*(\mathbf r-\mathbf R_l)\,\tilde\psi(\mathbf r+\mathbf t)\,d\mathbf r=\int p^*(\mathbf r'-\mathbf R_l-\mathbf t)\,\tilde\psi(\mathbf r')\,d\mathbf r' ,$$

which is the projection on the atom at $\mathbf R_l+\mathbf t$. If that atom lies outside the supercell, its projection carries the Bloch phase $e^{i\mathbf K\cdot\mathbf A}$, which the factor $e^{-i\mathbf k_j\cdot\mathbf t}$ compensates. Setting $\mathbf t=\mathbf R_m-\mathbf R_l$, the augmentation part of (2) factorizes:

$$\frac1N\sum_{lm}e^{i\mathbf k_j\cdot\mathbf R_l}\mathbf P_l^\dagger\,q\,\mathbf P_m e^{-i\mathbf k_j\cdot\mathbf R_m}=\mathbf b_j^\dagger q\,\mathbf b_j,\qquad \mathbf b_j=\frac1{\sqrt N}\sum_le^{-i\mathbf k_j\cdot\mathbf R_l}\mathbf P_l .$$

The unit operator in $S$ contributes $\langle\tilde\psi|\hat P_j|\tilde\psi\rangle=w_j$. Therefore

$$W_j=w_j+\mathbf b_j^\dagger q\,\mathbf b_j .\tag{3}$$

With several atoms per primitive cell, the last term is summed over them, each with its own $q$ and $\mathbf b_j$.

**Why dividing by the total is not a remedy**

For $W_j\neq0$, let $s_j=\mathbf b_j^\dagger q\,\mathbf b_j/W_j$ be the on-site share of the component at $\mathbf k_j$. By (3), $w_j=W_j(1-s_j)$. With $\bar s=\sum_jW_js_j$, the total is $\sum_jw_j=1-\bar s$, and the renormalized weight differs from the true one by

$$\frac{w_j}{1-\bar s}-W_j=W_j\,\frac{(1-s_j)-(1-\bar s)}{1-\bar s}=W_j\,\frac{\bar s-s_j}{1-\bar s}.\tag{4}$$

Renormalization is correct if all components present in the state have the same on-site share. This includes a state with a single component, so the renormalized weights of a pristine supercell with nondegenerate states cannot expose the fault: division by the total gives one there, as it should. Only the sum before division reveals the missing norm. The error appears when components with different shares mix.

**A model calculation**

Consider a one-dimensional crystal with four cells of length $a=3$ bohr, so $L=12$ bohr. Each cell has a central well $-4\exp[-d^2/(2\times0.15^2)]$ hartree, with the distance $d$ in bohr. The augmentation radius is 1.25 bohr, with one even and one odd partial wave per site. The all-electron partial waves are the lowest even and lowest odd states of the primitive cell at $k=0$. Inside the sphere, the smooth ones are polynomials in $d$ (powers 0, 2, 4 and 1, 3, 5) that match the value and the first two derivatives at the radius. The projectors are chosen as linear combinations of the $\Delta_i$. Then $\Delta_i=\sum_kp_k\langle\tilde\phi_k|\Delta_i\rangle$, so the replacement made in deriving $S$ holds for every function, and incompleteness of the partial waves causes no error in $S$.

The reference weights come from an all-electron diagonalization with 192 plane waves, without PAW. The PAW problem is solved separately with 76 waves, using the exactly transformed Hamiltonian $\mathcal T^\dagger H\mathcal T$ rather than the one-centre form of practical codes, so that only the basis truncation separates it from the reference. The supercell wave vector is $K=0.157$ bohr$^{-1}$.

In the pristine crystal, the four lowest states each have $W=1$ at a single $k$. Their plane-wave sums are 0.569, 0.558, 0.529 and 0.508, in order of increasing $|k|$. Between 43% and 49% of the norm is thus missing, and the missing share depends on $k$. With the all-electron partial waves normalized to one over the primitive cell, the overlap corrections are $q=0.429$ for the even channel and $0.081$ for the odd one. Both are positive and parity forbids a cross term, so sums below one are what the norm formula requires. The size of the deficit is specific to this model and its dataset.

Next, the potential $0.1\cos(2\pi x/L-0.5)$ hartree is added. The atoms stay in place, so $\mathcal T$ remains periodic while the states mix all four $k_j$. For the fourth state, at $-0.641$ hartree, the weights are:

| $k$ (bohr$^{-1}$) | True $W$ | Plane-wave $w$ | Renormalized |
|---:|---:|---:|---:|
| 0.157 | 0.0343 | 0.0196 | 0.0376 |
| 0.681 | 0.2594 | 0.1385 | 0.2655 |
| −0.890 | 0.6269 | 0.3187 | 0.6109 |
| −0.367 | 0.0794 | 0.0449 | 0.0861 |

The third column sums to 0.522, and the separately computed on-site part is 0.478; together they give one. At $k=-0.890$ bohr$^{-1}$, the on-site term in (3) must supply $0.6269-0.3187=0.3082$, a share $s_j=0.3082/0.6269=0.4916$. Equation (4), with $\bar s=0.4783$, gives the renormalization error

$$0.6269\times\frac{0.4783-0.4916}{0.5217}=-0.016 ,$$

which equals $0.6109-0.6269=-0.016$. Since $s_j$ was obtained from $W_j-w_j$, the equality is guaranteed; it illustrates (4) and is not an independent test. The magnitude 0.016 is the largest absolute error among the sixteen weights of the four states. Small components can suffer more in relative terms: at $k=0.157$ bohr$^{-1}$ the renormalized weight is about 10% above the true one.

The S-weighted values from (2) agree with the all-electron weights to $2.3\times10^{-8}$ on the scale where the weights of a state sum to one. Their equality with (3) was also tested.

**When the S-weighted formula itself fails**

Suppose now that some atoms in the supercell are displaced, substituted or missing, so that the arrangement is no longer primitive-periodic. Then $\mathcal T$ does not commute with the primitive translations, and (2) no longer follows from (1). The quantity $\langle\tilde\psi|S\hat P_j|\tilde\psi\rangle$ still sums to one over $j$, because $\sum_j\hat P_j=1$. A correct sum is therefore no proof of correct weights. Its imaginary part is

$$\operatorname{Im}\langle\tilde\psi|S\hat P_j|\tilde\psi\rangle=\frac1{2i}\langle\tilde\psi|[S,\hat P_j]|\tilde\psi\rangle ,$$

which need not vanish if $S$ and $\hat P_j$ do not commute.

Taking the real part amounts to using $\frac12(S\hat P_j+\hat P_jS)$, which need not be a positive operator. A two-dimensional example shows this. Let $S=\mathrm{diag}(1,\sigma)$ with $\sigma>0$, and let $\hat P$ project on $(1,1)/\sqrt2$. Then

$$\frac{S\hat P+\hat PS}{2}=\frac12\begin{pmatrix}1&\frac{1+\sigma}2\\ \frac{1+\sigma}2&\sigma\end{pmatrix}.$$

The determinant of the matrix without its prefactor is $\sigma-(1+\sigma)^2/4=-(1-\sigma)^2/4$. It is negative for $\sigma\ne1$, so one eigenvalue is negative and some states would receive a negative weight.

In the model, the second atom, at $x=4.5$ bohr, was displaced by $+0.25$ bohr with the long-wave potential kept; the numbers that follow depend on which atom is moved and in which direction. The S-weighted values then deviate from the all-electron weights by up to 0.0026 in modulus, and their imaginary parts reach nearly the same size. Discarding the imaginary part does not restore the weights. The smallest real part is 0.02514, whereas the smallest true weight is 0.02677. Two sets whose minima differ by 0.0016 must differ by at least that much in some entry. No negative real part occurred in this case.

The remedy is equation (1), whose matrix element is

$$\begin{aligned}\langle\tilde\psi|\mathcal T^\dagger\hat\tau_{\mathbf t}\mathcal T|\tilde\psi\rangle={}&\langle\tilde\psi|\hat\tau_{\mathbf t}\tilde\psi\rangle+\sum_iP_i^*\langle\Delta_i|\hat\tau_{\mathbf t}\tilde\psi\rangle\\&+\sum_j\langle\tilde\psi|\hat\tau_{\mathbf t}\Delta_j\rangle P_j+\sum_{ij}P_i^*\langle\Delta_i|\hat\tau_{\mathbf t}\Delta_j\rangle P_j .\end{aligned}$$

The last term contains overlaps between an augmentation function and a translated one that may be off-centre from it. These cannot be expressed through the one-centre numbers $q_{ij}$. Equivalently, one may reconstruct $\psi$ on a sufficiently fine grid that the primitive translations map onto itself, and translate it there. For the displaced atom this reproduces the all-electron weights to $6.6\times10^{-8}$.

**Changes requested**

The manuscript should call $\sum_{\mathbf G}|c(\mathbf k_j+\mathbf G)|^2$ the plane-wave part of the weight and report its sum before any renormalization. Where the atoms and datasets are primitive-periodic, the on-site term in (3) should be added. For the relaxed or substituted supercells, the weights should be computed from (1), or the error of (2) should be estimated against (1) for representative states. The numerical output below gives the weights of all four states.

## Computed results

```
cells N = 4, cell length a = 3.0 bohr, grid step = 0.0625 bohr
well depth = 4.0 hartree, well width = 0.15 bohr
sphere radius = 1.25 bohr, supercell K = 0.15708 1/bohr
PAW cutoff = 20.0 1/bohr: 76 waves; grid: 192 waves
q even = 0.42921, q odd = 0.08093 (dimensionless)
PRISTINE: state, energy (hartree), k (1/bohr), true W, plane-wave sum
  1 -0.83126 0.15708 1.00000 0.56855
  2 -0.80105 -0.36652 1.00000 0.55846
  3 -0.72843 0.68068 1.00000 0.52892
  4 -0.68676 -0.89012 1.00000 0.50757
LONG-WAVE POTENTIAL: amplitude 0.1 hartree, phase 0.5 rad
state, energy (hartree), plane-wave sum, on-site part, S-weighted sum
  1 -0.88454 0.56035 0.43965 1.00000
  2 -0.79156 0.54945 0.45055 1.00000
  3 -0.73144 0.53275 0.46725 1.00000
  4 -0.64100 0.52168 0.47832 1.00000
state, k (1/bohr), W all-electron, W S-weighted, plane-wave, renormalized
  1 0.15708 0.58618 0.58618 0.33296 0.59421
  1 0.68068 0.07805 0.07805 0.04144 0.07396
  1 -0.89012 0.03192 0.03192 0.01624 0.02899
  1 -0.36652 0.30386 0.30386 0.16970 0.30285
  2 0.15708 0.22039 0.22039 0.12520 0.22786
  2 0.68068 0.14742 0.14742 0.07803 0.14201
  2 -0.89012 0.12588 0.12588 0.06410 0.11666
  2 -0.36652 0.50630 0.50630 0.28213 0.51347
  3 0.15708 0.15916 0.15916 0.09090 0.17062
  3 0.68068 0.51511 0.51511 0.27121 0.50907
  3 -0.89012 0.21538 0.21538 0.10877 0.20417
  3 -0.36652 0.11036 0.11036 0.06187 0.11614
  4 0.15708 0.03425 0.03425 0.01959 0.03755
  4 0.68068 0.25941 0.25941 0.13848 0.26546
  4 -0.89012 0.62691 0.62691 0.31871 0.61093
  4 -0.36652 0.07944 0.07944 0.04490 0.08606
largest error, S-weighted: 2.3e-08
largest error, renormalized plane-wave: 0.01597
largest PAW energy error: 7.4e-08 hartree
ONE ATOM DISPLACED by 0.25 bohr, same potential wave
largest error, S-weighted: 0.00258
largest imaginary part, S-weighted: 0.00255
smallest real part, S-weighted: 0.02514
smallest all-electron weight: 0.02677
largest error, full formula: 6.6e-08
```
